# Why a [111] Field Makes Tetragonal Polarization Jump into Alignment

Suppose that a calculation must give the field along [111] at which a tetragonal ferroelectric becomes rhombohedral, with its polarization along the field. One can start from the aligned state and find where its stiffness against transverse polarization vanishes, or one can compute tilted and aligned states separately and compare their energies. If the polarization turned continuously into the field, the two procedures would agree. In the model below they give 83.3 and 94.2 kV/cm. The second is the equilibrium transition field; the first is only the field below which the aligned state can no longer survive. The difference is traced here to one term in the free energy, cubic in the transverse polarization.

## The model and its symmetry

The crystal has a cubic parent phase, is free of stress and is uniformly polarized. Fluctuations are neglected (mean field), and the field $E$ is fixed. SI units are used. The equilibrium state minimizes $G=F-\mathbf E\cdot\mathbf P$, with

$$F=a_1\sum_iP_i^2+a_{11}\sum_iP_i^4+a_{12}\sum_{i<j}P_i^2P_j^2 .$$

Let $S=\sum_iP_i^2$. Since $S^2=\sum_iP_i^4+2\sum_{i<j}P_i^2P_j^2$, the last sum can be eliminated:

$$F=a_1S+\beta S^2+\kappa\sum_iP_i^4,\qquad \beta=\frac{a_{12}}2,\quad \kappa=a_{11}-\frac{a_{12}}2 .$$

Only $\kappa$ distinguishes directions. At fixed length, $\sum_iP_i^4$ is largest, $S^2$, along a cube axis and smallest, $S^2/3$, along [111]. I take $\kappa<0$, which favours the axes, $a_1<0$, and $a_{11}=\beta+\kappa>0$, which bounds the energy from below. At zero field the crystal is then tetragonal, with $P_s^2=-a_1/(2a_{11})$.

With the field on, write

$$\mathbf P=p\,\frac{[1,1,1]}{\sqrt3}+u\,\frac{[-1,-1,2]}{\sqrt6}+v\,\frac{[1,-1,0]}{\sqrt2},\qquad \rho^2=u^2+v^2 .$$

Positive $u$ with $v=0$ tilts the polarization from [111] toward [001]. The aligned state has $u=v=0$.

A [111] field preserves the threefold rotation about itself and three mirror planes. The rotation multiplies $w=u+iv$ by $e^{\pm2\pi i/3}$. Of the cubic products $w^3$, $w^2w^*$, $ww^{*2}$ and $w^{*3}$, it leaves only the first and last unchanged. The mirror $v\to-v$ exchanges these two, so one real combination survives:

$$I_3=\mathrm{Re}\,w^3=u^3-3uv^2=\rho^3\cos3\varphi ,$$

where $\varphi$ is the angle of $(u,v)$. For comparison, a [001] field preserves a half-turn that reverses both transverse components, so no odd invariant exists there. Under a [111] field nothing forbids the cubic term; its coefficient must now be found.

## Expanding the energy

Set $c=p/\sqrt3$ and $P_i=c+q_i$, where

$$q_{1,2}=-\frac u{\sqrt6}\pm\frac v{\sqrt2},\qquad q_3=\frac{2u}{\sqrt6},\qquad \sum_iq_i=0,\quad \sum_iq_i^2=\rho^2 .$$

The binomial expansion, whose linear term vanishes, gives

$$\sum_iP_i^4=3c^4+6c^2\rho^2+4c\sum_iq_i^3+\sum_iq_i^4 .$$

For the cubes, use $(a+b)^3+(a-b)^3=2a^3+6ab^2$ with $a=-u/\sqrt6$ and $b=v/\sqrt2$:

$$\sum_iq_i^3=-\frac{2u^3}{6\sqrt6}-\frac{3uv^2}{\sqrt6}+\frac{8u^3}{6\sqrt6}=\frac{I_3}{\sqrt6}.$$

For the fourth powers, $2a^4+12a^2b^2+2b^4+q_3^4$ gives

$$\sum_iq_i^4=\frac{u^4}{18}+u^2v^2+\frac{v^4}2+\frac{8u^4}{18}=\frac{\rho^4}2 .$$

Adding $a_1(p^2+\rho^2)+\beta(p^2+\rho^2)^2$ and collecting powers yields, without truncation,

$$F=f(p)+A(p)\rho^2+C(p)I_3+D\rho^4,$$

$$f=a_1p^2+\left(\beta+\frac\kappa3\right)p^4,\quad A=a_1+2a_{11}p^2,\quad C=\frac{2\sqrt2}3\kappa p,\quad D=\beta+\frac\kappa2 .$$

The negative $\kappa$ that makes the zero-field crystal tetragonal also makes $C$ negative. Energy is therefore gained where $\cos3\varphi=1$, in the three directions leading toward the cube axes.

The aligned state satisfies $f'(p)=E$. Its transverse stiffness vanishes when $A=0$, at $p_s^2=-a_1/(2a_{11})$, which in this model equals $P_s^2$. Inserting $a_1=-2a_{11}p_s^2$ into $f'$ gives the softening field:

$$E_s=4p_s^3\left(\beta+\frac\kappa3-\beta-\kappa\right)=\frac83|\kappa|p_s^3 .$$

## Why the states cannot merge

The longitudinal polarization is free to respond to a tilt. Let $p_0$ be its aligned value at the given field, and $p=p_0+\delta$. The leading terms containing $\delta$ are $\frac12f''\delta^2+A'\delta\rho^2$. For $f''>0$ they are minimized by $\delta=-A'\rho^2/f''$ and contribute $-A'^2\rho^4/(2f'')$. The response of $C$ to $\delta$ first enters at order $\rho^5$. Thus

$$\Delta G=A\rho^2+CI_3+B\rho^4+O(\rho^5),\qquad B=D-\frac{A'^2}{2f''}.$$

Relaxation changes the quartic coefficient but leaves the cubic one intact.

Write $K=|C|$, with $C<0$, and keep the first two terms, $A(u^2+v^2)-K(u^3-3uv^2)$. The stationary conditions are

$$2Au-3K(u^2-v^2)=0,\qquad 2v(A+3Ku)=0 .$$

Besides the origin, $v=0$ gives $u=2A/(3K)$. The other choice, $u=-A/(3K)$, gives $v=\pm A/(\sqrt3K)$; these are the same point rotated by $\pm120^\circ$. At $u=2A/(3K)$ the curvatures are

$$\Delta G_{uu}=2A-6Ku=-2A,\qquad \Delta G_{vv}=2A+6Ku=6A .$$

They have opposite signs on both sides of $A=0$, so these points are saddles.

The omitted terms do not alter this near the transition. The gradient of $KI_3$ has magnitude $3K\rho^2$, while that of the omitted terms is of order $\rho^3$. A stationary point close to the origin must therefore balance the cubic gradient against $2A\rho$, which forces $\rho$ to be of order $|A|/K$. On that scale the omitted terms are smaller by a factor of order $|A|$, too weak to turn a saddle with nonzero curvatures into a minimum.

A continuous transition needs a tilted minimum whose $\rho$ shrinks to zero, and there is none. At $A=0$ the aligned state is not even a local minimum, because a small displacement with $\cos3\varphi=1$ lowers the energy by $K\rho^3$. Since $G$ is bounded below, its lowest minimum then lies at a finite tilt, and by continuity it is still lowest slightly above $E_s$. If a larger field makes the aligned state lowest, the exchange must be a jump.

The argument uses only 3m symmetry, a smooth energy, a stable longitudinal direction and $C\ne0$. The last condition holds except at specially tuned parameters. The cubic term is sufficient for a jump but not necessary: a negative $B$ could produce one without it.

Physically, three equivalent tilted states, one for each cube axis, would have to merge at a single point. For a pair of states at $+u$ and $-u$, symmetry removes the odd terms and permits a continuous merger. For three directions at $120^\circ$, reversing a tilt gives a different state, and the energy can tell them apart at third order.

## The size of the jump

At softening,

$$f''=2a_1+12\left(\beta+\frac\kappa3\right)p_s^2=8\beta p_s^2,\qquad A'=4a_{11}p_s .$$

Hence $A'^2/(2f'')=(\beta+\kappa)^2/\beta=\beta+2\kappa+\kappa^2/\beta$, and

$$B=\beta+\frac\kappa2-\beta-2\kappa-\frac{\kappa^2}\beta=|\kappa|\left(\frac32-\frac{|\kappa|}\beta\right).$$

Because $a_{11}>0$ implies $|\kappa|<\beta$, $B$ is positive.

Along $v=0$, equal energy requires $A-Ku+Bu^2=0$, and stationarity requires $2A-3Ku+4Bu^2=0$. Subtracting twice the first from the second gives $-Ku+2Bu^2=0$, so

$$u_t\simeq\frac K{2B}=\frac{2\sqrt2\,p_s}{9-6|\kappa|/\beta}.$$

Both $K$ and $B$ are proportional to $|\kappa|$ when the anisotropy is weak. This estimate therefore does not vanish with $\kappa$, although the field $E_s$ does.

The limit of rigid length explains why. If $|\mathbf P|=P$ is fixed, the direction-dependent energy is $\kappa P^4\sum_in_i^4-EP\cos\theta$, where $\mathbf n$ is the polarization direction and $\theta$ its angle from [111]. Multiplying $\kappa$ and $E$ by one factor rescales the whole expression and moves no minimum. Weaker anisotropy lowers the transition field in proportion but leaves the angular jump unchanged. At $\kappa=0$ there is no transition.

## A worked case

Take $a_1=-1.5\times10^8$ J m/C², $a_{11}=1.2\times10^9$ and $a_{12}=2.8\times10^9$ J m⁵/C⁴. Then $\beta=1.4\times10^9$ and $\kappa=-2.0\times10^8$ in the same unit as $a_{11}$, and

$$p_s=\sqrt{\frac{1.5\times10^8}{2.4\times10^9}}=0.25\ \mathrm{C/m^2},$$

or 25 μC/cm². The softening field is $\frac83(2.0\times10^8)(0.25)^3=8.33\times10^6$ V/m, the 83.3 kV/cm quoted above. The cubic coefficient is $C=-4.71\times10^7$ J m³/C³, and $B=2.0\times10^8(1.5-0.143)=2.71\times10^8$ J m⁵/C⁴.

Minimizing the full model gives $E_t=94.2$ kV/cm (0.0942 MV/cm). Here $u$ drops from 7.47 μC/cm² to zero while $p$ rises from 24.2 to 25.2 μC/cm². The leading estimate of the transverse jump, 8.68 μC/cm², is 16% above the full result. A tilt of $17^\circ$ is not very small. The next term, $C'\delta I_3$, equals $+|C'|A'u^5/f''$ along the tilt; it penalizes large $u$ and so acts in the direction of the discrepancy.

A search for the lowest energy over all three polarization components gives this path:

| $E/E_t$ | tilt from [111] | equivalent minima |
|---|---:|---:|
| 0.001 | 54.7° | 3 |
| 0.50 | 39.3° | 3 |
| 0.90 | 24.7° | 3 |
| 0.99 | 18.4° | 3 |
| 1.01 | 0° | 1 |

Most of the rotation is gradual; the last $17^\circ$ are lost at once. The tilted state remains stationary up to 95.6 kV/cm, and the aligned state is locally stable down to 83.3 kV/cm. Following one minimum with rising field therefore overshoots $E_t$, and following the aligned minimum downward undershoots it. The window is 12.3 kV/cm wide.

## Removing the cubic term

To isolate the cause, delete $CI_3$ and keep every other term. A tilted stationary state then obeys $A+2D\rho^2=0$, or $p^2=p_s^2-(D/a_{11})\rho^2$. The corresponding field is

$$E=\frac{\partial F}{\partial p}=2p\left[a_1+2\left(\beta+\frac\kappa3\right)p^2+2a_{11}\rho^2\right].$$

Substituting $p^2$, the bracket becomes

$$\frac{E_s}{2p_s}-\frac{2\rho^2}{a_{11}}\left[\left(\beta+\frac\kappa3\right)\left(\beta+\frac\kappa2\right)-(\beta+\kappa)^2\right].$$

The inner bracket equals $|\kappa|(7\beta-5|\kappa|)/6$, which is positive. On the branch with $p>0$, both $p$ and the outer bracket therefore fall as the tilt grows, so each field below $E_s$ has one tilted state with $p>0$, and its tilt vanishes continuously at $E_s$. For the example, the field is 83.3 kV/cm at a transverse polarization of 0.1 μC/cm² and 22.1 kV/cm at 15 μC/cm². In this model the cubic term is what makes the transition discontinuous.

## The tuned exception

A sixth-order term $gP_1^2P_2^2P_3^2$ can cancel the cubic coefficient. Since $\sum_iq_i=0$, $\sum_{i<j}q_iq_j=-\rho^2/2$ and $q_1q_2q_3=\frac13\sum_iq_i^3$. Hence

$$P_1P_2P_3=c^3-\frac{c\rho^2}2+\frac{I_3}{3\sqrt6}.$$

Squaring adds $gp^6/27$ to $f$, $-gp^4/9$ to $A$, $\sqrt2\,gp^3/27$ to $C$ and $gp^2/12$ to $D$. Now $C=0$ requires $gp^2=18|\kappa|$. With this value, $A=0$ becomes $a_1+2(a_{11}-|\kappa|)p^2=0$. The two conditions fix both $p$ and $g$; varying the field alone does not generally satisfy them.

At that point $D=\beta+|\kappa|$, $A'=4p(\beta-3|\kappa|)$ and $f''=8p^2(\beta+3|\kappa|)$. The relaxed quartic coefficient is

$$B=\beta+|\kappa|-\frac{(\beta-3|\kappa|)^2}{\beta+3|\kappa|}=\frac{|\kappa|(10\beta-6|\kappa|)}{\beta+3|\kappa|}>0 .$$

For $\beta>3|\kappa|$, as here, $A$ rises with field. Just below softening, minimizing $A\rho^2+B\rho^4$ gives $\rho^2=-A/(2B)$, so the tilt grows as the square root of the field deficit.

With $a_1$, $a_{11}$ and $a_{12}$ held fixed, the tuned value is $g=4.8\times10^{10}$ J m⁹/C⁶ and the transition lies at 438 kV/cm. The tilt is $2.37^\circ$ at 0.99 of this field and $0.74^\circ$ at 0.999. Their ratio, 3.2, is close to the expected $\sqrt{10}$. At 90% of the tuned $g$, the jump is still finite but only 0.261 μC/cm², and $K/(2B)$ agrees with it to 0.3%. The estimate becomes accurate as the jump becomes small.

## What removes the jump in practice

A small transverse field $h$ toward [001] adds $-hu$ and selects one of the three tilted states. The line of jumps ends where the first three derivatives of $\Delta G-hu$ vanish together. The third gives $u=K/(4B)$, the second $A=3Ku-6Bu^2=3K^2/(8B)$, and the first

$$h_c=2Au-3Ku^2+4Bu^3=\frac{K^3}{16B^2}.$$

This gives 0.89 kV/cm; the full model gives 0.73 kV/cm, a misalignment of $0.42^\circ$. Beyond it, for misalignment in this direction, the polarization turns steeply but continuously. The direction matters: a field misaligned by 0.5° the opposite way favours the other two tilted states equally, and a jump remains.

Tensile stress $\sigma$ along [001] acts similarly. Through electrostriction it adds $-\sigma(Q_{11}-Q_{12})P_3^2$, apart from an isotropic term. As $P_3=p/\sqrt3+2u/\sqrt6$, the part linear in $u$ corresponds to $h=\sigma(Q_{11}-Q_{12})(2\sqrt2/3)p$. With a rough 0.15 m⁴/C² for $Q_{11}-Q_{12}$, about 2 MPa reaches $h_c$. This estimate neglects the other effects of stress.

The parameters are round values in the rough regime of tetragonal barium titanate near room temperature: a polarization of 25 μC/cm² and relative susceptibilities of about 190 along it and 2300 across it. They are not a fit. That material's transition from the cubic phase is itself discontinuous, which a positive $a_{11}$ without higher-order terms does not describe, and its orthorhombic phase lies nearby in temperature. Sixth-order terms matter: half the tuned $g$ moves $E_t$ from 94 to 222 kV/cm. The first value is about half of a rough breakdown field of 200 kV/cm, the second above it. Real devices also break the assumptions of perfect alignment and zero stress, and in this model the small tolerances just found are enough to remove the jump altogether. Domain walls, electrode layers and switching kinetics are left out, so $E_t$ is not a predicted coercive field.

Suppose that temperature enters the model only through $a_1$. With an illustrative slope $da_1/dT=4\times10^5$ J m/(C² K), the entropy density is $-(da_1/dT)|\mathbf P|^2$. The aligned state is slightly shorter in $|\mathbf P|$ and so has the higher entropy. Keeping the two energies equal requires $dE_t/dT=-\Delta S/\Delta p$, with both changes taken from tilted to aligned; this is −0.38 kV/cm per kelvin at 300 K. The latent heat absorbed on entering the aligned state, about 110 kJ/m³, would cool the model crystal by only about 0.04 K for a rough heat capacity of $3\times10^6$ J/(m³ K).

These two signs do not carry over to barium titanate near room temperature. Its rhombohedral phase is the low-temperature one, so warming makes the aligned state harder to reach: free energies fitted to the material, with higher-order terms, give a transition field that rises by roughly 0.9 to 1.4 kV/cm per kelvin between 290 and 320 K, depending on the fit; the field itself differs between fits, from about 90 to 170 kV/cm at 300 K. Entering the aligned state then releases heat. The quartic model misses this because, with $\kappa$ fixed and negative, its zero-field crystal is tetragonal at every temperature below the cubic phase. The slope used here also places $a_1=0$ at 675 K, far above the material's Curie point near 400 K. The direction of tilt does not carry over either. In the same fitted energies, between 290 and 320 K, the polarization just before the jump leans from [111] toward a face diagonal, not toward a cube axis. The misalignment and stress tolerances found above therefore belong to the quartic model, not to barium titanate.

The barrier between the states at $E_t$ is also low, 676 J/m³. For a uniformly rotating cube with an 18 nm edge it equals the thermal energy $k_BT$. If a region of that size could switch independently of its surroundings, thermal motion would often carry it over the barrier, an effect that mean-field theory leaves out. The values behind these estimates are collected in the numerical output.

## Calculated quantities

```
Cubic invariants of doublet: [111] field 1, [001] field 0
a1 = -1.500e+08 J m/C^2
a11 = 1.200e+09, a12 = 2.800e+09 J m^5/C^4
beta = 1.400e+09, kappa = -2.000e+08 J m^5/C^4
Spontaneous polarization = 25.00 uC/cm^2
Relative susceptibility: along P 188, across P 2259
Softening: p_s = 25.000 uC/cm^2
Softening field E_s = 83.33 kV/cm
Cubic coefficient C at E_s = -4.7140e+07 J m^3/C^3
Relaxed quartic coefficient B = 2.7143e+08 J m^5/C^4
Transition field E_t = 94.20 kV/cm = 0.0942 MV/cm
Upper limit of tilted state = 95.63 kV/cm
Width of metastable window = 12.30 kV/cm
Transverse jump: full model 7.468 uC/cm^2
Transverse jump: leading estimate 8.684 uC/cm^2
Longitudinal p before jump = 24.205 uC/cm^2
Longitudinal p after jump = 25.154 uC/cm^2
Tilt from [111] just before jump = 17.15 deg
Global minima: E/E_t, tilt (deg), p (uC/cm^2), number of minima
  0.001  54.70  14.447  3
  0.500  39.25  19.599  3
  0.900  24.67  23.070  3
  0.990  18.37  24.053  3
  1.010  0.00  25.167  1
No cubic term: E at u = 0.1 uC/cm^2 is 83.33 kV/cm
No cubic term: E at u = 15.0 uC/cm^2 is 22.13 kV/cm
Tuned sixth-order g = 4.800e+10 J m^9/C^6
Tuned softening: p = 27.386 uC/cm^2, E = 438.18 kV/cm
Tuned tilt at 0.99 E = 2.372 deg, at 0.999 E = 0.742 deg
g/g_tuned, E_t (kV/cm), jump u and estimate (uC/cm^2), error (%)
  0.0  94.20  7.4678  8.6838  16.28
  0.5  222.22  1.6863  1.6575  1.70
  0.9  384.34  0.2610  0.2601  0.34
Critical transverse field: full 0.727, estimate 0.889 kV/cm
Critical misalignment toward [001] = 0.417 deg
Rough electrostriction Q11-Q12 = 0.15 m^4/C^2
[001] tensile stress that removes jump, estimate = 2.06 MPa
Temperature = 300 K; rough da1/dT = 4.0e+05 J m/(C^2 K)
Drift of transition field = -0.377 kV/cm per K
Latent heat absorbed on entering aligned state = 107.25 kJ/m^3
Rough heat capacity = 3.0e+06 J/(m^3 K)
Adiabatic temperature change scale = -0.0357 K
Uniform barrier at E_t = 675.7 J/m^3
Cube edge with barrier equal to kT = 18.3 nm
Rough breakdown field = 200 kV/cm; E_t/breakdown = 0.47
```
